# Average tensile stress from adhesion between touching hemispherical islands: test program

```python
"""Average stress of hemispherical islands that touch and adhere.

Result under test: sigma = z*w/(4*R), independent of the elastic modulus.
R: island radius; z: number of neighbours; w: work of adhesion.
R_eff = R/2 and E_eff = E/(2*(1-nu^2)) describe two equal elastic spheres.
delta: approach of the centres; a: contact radius; load > 0 is compression.
Units: nm, GPa, nN = GPa nm^2, J/m^2 = GPa nm, energy 1e-18 J = GPa nm^3.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import ellipe, ellipk, ellipkm1

# Model parameters
E, nu = 80.0, 0.3
gamma_s, gamma_gb = 1.5, 0.5
R, z0 = 20.0, 0.2
w = 2 * gamma_s - gamma_gb
R_eff = R / 2
E_eff = E / (2 * (1 - nu**2))

# Derived formulas
a0 = (2 * np.pi * w * R_eff**2 / E_eff) ** (1 / 3)
F0 = 4 * np.pi * w * R_eff / 3
depth0 = 0.6 * np.pi * w * a0**2
stiff0 = 2 * E_eff * a0 / 3
volume = 2 * np.pi * R**3 / 3


def pressure(r, a, delta):
    root = np.sqrt(a**2 - r**2)
    return E_eff / np.pi * ((delta - a**2 / R_eff) / root + 2 * root / R_eff)


def boussinesq(r, a, delta):
    """Summed surface displacement of both bodies, by quadrature."""
    def integrand(theta):
        s = a * np.sin(theta)
        kernel = 4 * s / (r + s) * ellipkm1(((r - s) / (r + s)) ** 2)
        return pressure(s, a, delta) * kernel * a * np.cos(theta)
    split = np.arcsin(r / a)
    total = (quad(integrand, 0, split, limit=200)[0]
             + quad(integrand, split, np.pi / 2, limit=200)[0])
    return total / (np.pi * E_eff)


# The analytic pressure must produce the prescribed displacement.
worst = 0.0
for delta in (0.0, 0.3):
    for fraction in (0.2, 0.5, 0.85):
        r = fraction * a0
        target = delta - r**2 / (2 * R_eff)
        worst = max(worst, abs(boussinesq(r, a0, delta) - target))
assert worst < 1e-5 * a0**2 / R_eff

# Independent contact solver: uniform pressure on rings of a unit disc.
N = 300
edges = np.sin(np.linspace(0, np.pi / 2, N + 1))
mids = (edges[1:] + edges[:-1]) / 2
areas = np.pi * (edges[1:]**2 - edges[:-1]**2)


def disc_potential(r, b):
    m = (np.minimum(r, b) / np.maximum(r, b)) ** 2
    return np.where(b > r, 4 * b * ellipe(m),
                    4 * r * (ellipe(m) - (1 - m) * ellipk(m)))


table = disc_potential(mids[:, None], edges[None, :])
inverse = np.linalg.inv(table[:, 1:] - table[:, :-1])


def parabola(r, radius):
    return r**2 / radius


def sphere(r, radius):
    return 2 * (radius - np.sqrt(radius**2 - r**2))


def solve_contact(a, delta, radius, modulus, gap):
    """Load and elastic energy of two full spheres at given a and delta."""
    u = delta - gap(a * mids, radius)
    p = np.pi * modulus / a * (inverse @ u)
    return a**2 * (p @ areas), 0.5 * a**2 * ((p * u) @ areas)


def equilibrium(delta, radius=R, modulus=E_eff, gap=parabola):
    """Minimize elastic plus adhesion energy over the contact radius."""
    def total(a):
        elastic = solve_contact(a, delta, radius, modulus, gap)[1]
        return elastic - np.pi * w * a**2
    best = minimize_scalar(total, bounds=(0.01 * radius, 0.6 * radius),
                           method="bounded",
                           options={"xatol": 1e-8 * radius})
    load = solve_contact(best.x, delta, radius, modulus, gap)[0]
    return best.x, load, best.fun


# Flat punch: load = 2*E_eff*a*delta
punch = solve_contact(a0, 0.1, R, E_eff, lambda r, radius: 0 * r)[0]
punch_ratio = punch / (2 * E_eff * a0 * 0.1)
assert abs(punch_ratio - 1) < 0.01

# Load and elastic energy away from equilibrium
a_test, d_test = 1.3 * a0, 0.4
load_test, energy_test = solve_contact(a_test, d_test, R, E_eff, parabola)
load_formula = 2 * E_eff * (a_test * d_test - a_test**3 / (3 * R_eff))
energy_formula = E_eff * (a_test * d_test**2
                          - 2 * a_test**3 * d_test / (3 * R_eff)
                          + a_test**5 / (5 * R_eff**2))
assert abs(load_test / load_formula - 1) < 0.02
assert abs(energy_test / energy_formula - 1) < 0.02

# Equilibrium at fixed centres
a_num, load_num, energy_num = equilibrium(0.0)
assert abs(a_num / a0 - 1) < 0.01
assert abs(-load_num / F0 - 1) < 0.01
assert abs(-energy_num / depth0 - 1) < 0.01

# Contact stiffness with the contact radius free to adjust
step = 0.01 * a0**2 / R_eff
stiff_num = (equilibrium(step)[1] - equilibrium(-step)[1]) / (2 * step)
assert abs(stiff_num / stiff0 - 1) < 0.02


def lattice_stress(z, axis):
    """Stress from lattice energy under a small uniaxial strain."""
    angles = 2 * np.pi * np.arange(z) / z
    bonds = np.column_stack((np.cos(angles), np.sin(angles)))
    strain = step / (2 * R)

    def energy(eps):
        stretch = np.ones(2)
        stretch[axis] += eps
        lengths = 2 * R * np.linalg.norm(bonds * stretch, axis=1)
        # each contact is shared by two islands; a hemisphere has half of it
        return sum(equilibrium(2 * R - x)[2] for x in lengths) / 4
    return (energy(strain) - energy(-strain)) / (2 * strain * volume)


stress_num = {}
for z in (4, 6):
    for axis in (0, 1):
        stress_num[z, axis] = lattice_stress(z, axis)
        assert abs(stress_num[z, axis] / (z * w / (4 * R)) - 1) < 0.02


def square_stress(radius, modulus):
    """Square-array stress from the solver with the true spherical gap."""
    a, load, _ = equilibrium(0.0, radius, modulus, sphere)
    half_force = -load / 2
    return half_force * 2 * radius / (2 * np.pi * radius**3 / 3), a / radius


radii = np.array([10.0, 20.0, 40.0, 80.0, 160.0])
scan = [square_stress(x, E_eff) for x in radii]
stresses = np.array([x[0] for x in scan])
slope_R = np.polyfit(np.log(radii), np.log(stresses), 1)[0]
moduli = E_eff * np.array([1.0, 2.0, 4.0, 8.0])
stress_E = [square_stress(R, x)[0] for x in moduli]
slope_E = np.polyfit(np.log(moduli), np.log(stress_E), 1)[0]
assert abs(slope_R + 1) < 0.02
assert abs(slope_E) < 0.02
assert abs(stresses[-1] * radii[-1] / w - 1) < 0.01

# Rigid spheres at point contact, exponential traction law with area w
rigid = quad(lambda r: w / z0 * np.exp(-sphere(r, R) / z0) * 2 * np.pi * r,
             0, R, points=[1, 3, 6], limit=200)[0]
assert abs(rigid / (2 * np.pi * w * R_eff) - 1) < 0.01

# Pressure changes sign at a/sqrt(2)
r_zero = a0 / np.sqrt(2)
assert pressure(0.99 * r_zero, a0, 0) > 0 > pressure(1.01 * r_zero, a0, 0)

tabor = (R_eff * w**2 / (E_eff**2 * z0**3)) ** (1 / 3)
sigma4, sigma6 = w / R, 1.5 * w / R
thick4 = volume / (4 * R**2)
thick6 = volume / (2 * np.sqrt(3) * R**2)

print(f"Young modulus E = {E:.1f} GPa, Poisson ratio = {nu:.2f}")
print(f"surface energy = {gamma_s:.2f} J/m^2")
print(f"grain-boundary energy = {gamma_gb:.2f} J/m^2")
print(f"work of adhesion w = {w:.2f} J/m^2")
print(f"island radius R = {R:.1f} nm, R_eff = {R_eff:.1f} nm")
print(f"contact modulus E_eff = {E_eff:.3f} GPa")
print(f"contact radius, formula = {a0:.4f} nm")
print(f"contact radius, solver = {a_num:.4f} nm")
print(f"contact radius / island radius = {a0 / R:.4f}")
print(f"full-sphere tension, formula = {F0:.3f} nN")
print(f"full-sphere tension, solver = {-load_num:.3f} nN")
print(f"hemisphere tension, formula = {F0 / 2:.3f} nN")
print(f"full-sphere well depth, formula = {depth0:.3f} e-18 J")
print(f"full-sphere well depth, solver = {-energy_num:.3f} e-18 J")
print(f"mean tension in contact = {F0 / (np.pi * a0**2):.3f} GPa")
print(f"pressure at contact centre = {pressure(0, a0, 0):.3f} GPa")
print(f"radius of zero pressure = {r_zero:.3f} nm")
print(f"largest displacement error, quadrature = {worst:.1e} nm")
print(f"flat punch load, solver/formula = {punch_ratio:.5f}")
print(f"contact stiffness, formula = {stiff0:.3f} nN/nm")
print(f"contact stiffness, solver = {stiff_num:.3f} nN/nm")
print(f"island volume = {volume:.1f} nm^3")
print(f"square array stress, formula = {1e3 * sigma4:.2f} MPa")
print(f"square array stress xx, energy = {1e3 * stress_num[4, 0]:.2f} MPa")
print(f"triangular array stress, formula = {1e3 * sigma6:.2f} MPa")
print(f"triangular stress xx, energy = {1e3 * stress_num[6, 0]:.2f} MPa")
print(f"triangular stress yy, energy = {1e3 * stress_num[6, 1]:.2f} MPa")
print(f"square array mean thickness = {thick4:.3f} nm")
print(f"square array force per width = {sigma4 * thick4:.4f} N/m")
print(f"triangular array mean thickness = {thick6:.3f} nm")
print(f"triangular array force per width = {sigma6 * thick6:.4f} N/m")
print("Spherical gap, square array:")
for x, (s, ratio) in zip(radii, scan):
    print(f"  R = {x:.0f} nm: stress = {1e3 * s:.2f} MPa, "
          f"a/R = {ratio:.4f}, stress*R/w = {s * x / w:.4f}")
print(f"fitted exponent of stress in R = {slope_R:.4f}")
print(f"fitted exponent of stress in modulus = {slope_E:.4f}")
print(f"scale of relative correction (2/3)a/R = {2 * a0 / (3 * R):.4f}")
print(f"adhesion range z0 = {z0:.2f} nm, Tabor parameter = {tabor:.3f}")
print(f"rigid full-sphere tension, quadrature = {rigid:.3f} nN")
print(f"rigid / elastic tension = {rigid / F0:.4f}")
print(f"rigid-limit square stress = {1e3 * rigid * R / volume:.2f} MPa")
print("no test failed")
```

Printed output:

```
Young modulus E = 80.0 GPa, Poisson ratio = 0.30
surface energy = 1.50 J/m^2
grain-boundary energy = 0.50 J/m^2
work of adhesion w = 2.50 J/m^2
island radius R = 20.0 nm, R_eff = 10.0 nm
contact modulus E_eff = 43.956 GPa
contact radius, formula = 3.2938 nm
contact radius, solver = 3.2938 nm
contact radius / island radius = 0.1647
full-sphere tension, formula = 104.720 nN
full-sphere tension, solver = 104.720 nN
hemisphere tension, formula = 52.360 nN
full-sphere well depth, formula = 51.126 e-18 J
full-sphere well depth, solver = 51.126 e-18 J
mean tension in contact = 3.072 GPa
pressure at contact centre = 4.609 GPa
radius of zero pressure = 2.329 nm
largest displacement error, quadrature = 2.4e-13 nm
flat punch load, solver/formula = 1.00000
contact stiffness, formula = 96.522 nN/nm
contact stiffness, solver = 96.513 nN/nm
island volume = 16755.2 nm^3
square array stress, formula = 125.00 MPa
square array stress xx, energy = 124.99 MPa
triangular array stress, formula = 187.50 MPa
triangular stress xx, energy = 187.49 MPa
triangular stress yy, energy = 187.49 MPa
square array mean thickness = 10.472 nm
square array force per width = 1.3090 N/m
triangular array mean thickness = 12.092 nm
triangular array force per width = 2.2672 N/m
Spherical gap, square array:
  R = 10 nm: stress = 245.02 MPa, a/R = 0.2055, stress*R/w = 0.9801
  R = 20 nm: stress = 123.43 MPa, a/R = 0.1637, stress*R/w = 0.9874
  R = 40 nm: stress = 62.00 MPa, a/R = 0.1302, stress*R/w = 0.9921
  R = 80 nm: stress = 31.09 MPa, a/R = 0.1035, stress*R/w = 0.9950
  R = 160 nm: stress = 15.58 MPa, a/R = 0.0822, stress*R/w = 0.9968
fitted exponent of stress in R = -0.9940
fitted exponent of stress in modulus = 0.0045
scale of relative correction (2/3)a/R = 0.1098
adhesion range z0 = 0.20 nm, Tabor parameter = 1.593
rigid full-sphere tension, quadrature = 156.294 nN
rigid / elastic tension = 1.4925
rigid-limit square stress = 186.56 MPa
no test failed
```
